# Mean wait for one nucleation event in a 5-nanometre cell

## Definitions and conventions

The steady nucleation rate $J$ is the mean number of nuclei that form per unit volume of amorphous material and per unit time. A nucleus counts once it has grown well past the critical size, beyond which a crystal is more likely to grow than to dissolve. The cell is a cube of edge $L$ and volume $V=L^3$, with periodic boundaries, so that it has no surface. The clock starts with the cell wholly amorphous and at its final temperature, which is held fixed. The wait $t$ is the time to the first nucleus, and $\langle t\rangle$ is its mean over many cells prepared alike. The given values are

$$J=10^{30}\ \mathrm{m^{-3}\,s^{-1}},\qquad L=5\ \mathrm{nm}.$$

## The estimate

The volume is $V=(5\times10^{-9}\ \mathrm m)^3=1.25\times10^{-25}\ \mathrm{m^3}$. The number of events per second in one cell is

$$JV=10^{30}\times1.25\times10^{-25}\ \mathrm{s^{-1}}=1.25\times10^{5}\ \mathrm{s^{-1}},$$

and the mean wait should be its inverse,

$$\langle t\rangle\approx\frac{1}{JV}=8\times10^{-6}\ \mathrm s=8\ \mathrm{\mu s}.$$

A rate that sounds enormous becomes a modest one because the cell is so small. The argument leaves three questions open: why the mean wait is the inverse of the rate, how far single waits scatter about it, and whether a cell this small has the rate of the bulk.

## From the rate to the distribution of waits

Assume that nuclei form independently of one another, with equal probability everywhere in the cell and at all times. In a short time $dt$ the chance of an event is then $JV\,dt$, and the chance of two events is of order $dt^2$ and drops out. Let $S(t)$ be the probability that no event has occurred by time $t$. To be without an event at $t+dt$, the cell must have had none by $t$ and none in the next $dt$:

$$S(t+dt)=S(t)\,(1-JV\,dt)\quad\Rightarrow\quad\frac{dS}{dt}=-JV\,S .$$

With $S(0)=1$ the solution is

$$S(t)=e^{-JVt}.$$

The probability density of the wait is $-dS/dt$. Integration by parts gives the mean,

$$\langle t\rangle=\int_0^\infty t\left(-\frac{dS}{dt}\right)dt=\bigl[-tS\bigr]_0^\infty+\int_0^\infty S\,dt=\frac{1}{JV},$$

since $tS$ vanishes at both ends. This confirms the estimate, with no extra numerical factor.

The same steps give the mean square, $\langle t^2\rangle=2\int_0^\infty tS\,dt=2/(JV)^2$. The variance is $2/(JV)^2-1/(JV)^2=1/(JV)^2$, so the standard deviation equals the mean, 8 µs. One observed wait therefore fixes $J$ only roughly. With $m$ independent waits the relative standard error of their average is $1/\sqrt m$, and 10% needs about 100 events.

The median follows from $S=1/2$ and is $\ln2/(JV)=5.5$ µs. It lies below the mean because a few long waits pull the mean up. By the mean wait itself a fraction $1-e^{-1}=63\%$ of the cells has nucleated. The distribution also has no memory: the chance of surviving a further time $s$ after surviving $t$ is

$$\frac{S(t+s)}{S(t)}=e^{-JVs},$$

which does not contain $t$. A cell that is still amorphous after 8 µs has, on average, another 8 µs to wait.

These statements were tested by scattering 120 000 events at random over a block of 8000 cells and a span of 15 mean waits, and recording the first event in each cell. The mean was $7.91\pm0.09$ µs, the median 5.54 µs, and the fraction nucleated by 8 µs was 63.5%. The cells that had survived 8 µs waited a further 7.8 µs on average. When the same events were sorted into cells of twice the edge, the mean fell to 0.98 µs, in line with $8\ \mathrm{\mu s}/2^3=1$ µs.

## Does the nucleus fit into the cell?

The bulk rate can be used only if the cell holds the critical nucleus with room to spare. A material is needed to judge this. Take amorphous Ge2Sb2Te5, a phase-change semiconductor used as a thin film, near 700 K, where $k_BT=0.0603$ eV. Rough typical values are an atom density $\rho=31\ \mathrm{nm^{-3}}$, an interface energy $\sigma=0.34\ \mathrm{eV/nm^2}$ between crystal and amorphous phase, and a free energy gain $g=0.75\ \mathrm{eV/nm^3}$ on crystallization. The cell then holds $31\times125=3875$ atoms.

In the classical model the nucleus is a sphere with a sharp interface, and the work to form it is

$$W(r)=4\pi r^2\sigma-\tfrac43\pi r^3g .$$

The first term is the cost of the interface and the second the gain of the volume. At the maximum,

$$\frac{dW}{dr}=8\pi r\sigma-4\pi r^2g=0\quad\Rightarrow\quad r^*=\frac{2\sigma}{g}=\frac{0.68}{0.75}\ \mathrm{nm}=0.91\ \mathrm{nm}.$$

Inserting $r^*$ gives the barrier

$$W^*=\frac{16\pi\sigma^3}{g^2}-\frac{32\pi\sigma^3}{3g^2}=\frac{16\pi\sigma^3}{3g^2}=1.17\ \mathrm{eV}=19.4\,k_BT .$$

The critical nucleus is 1.8 nm across and contains about 97 atoms. It fills 2.5% of the cell, and 3.2 nm of amorphous material separates it from its periodic images. The cell passes this geometrical check. The formula $1/(JL^3)$ must fail as $L$ comes down towards $2r^*$, where a critical nucleus would touch its own images.

## Is the rate steady from the start?

The steady rate requires a steady population of small crystalline clusters. How much of it is present at the start depends on how the cell was prepared. Assume here that there is none, so that the population must build up before nuclei appear at the full rate. The delay can be found from a chain of clusters that gain and lose single atoms.

Let $c_n$ be the number of clusters of $n$ atoms per volume. A spherical cluster has area $a_n=(36\pi)^{1/3}(n/\rho)^{2/3}$ and work of formation $W_n=\sigma a_n-gn/\rho$. Its attachment rate is taken as proportional to its area, $f_n=k\,(36\pi)^{1/3}n^{2/3}$, where $k$ is the attachment frequency per surface site. In equilibrium the density would be $c_n^{\rm eq}=\rho\,e^{-W_n/k_BT}$, and no net flux would pass between neighbouring sizes. This detailed balance fixes the detachment rate:

$$d_{n+1}\,c_{n+1}^{\rm eq}=f_n\,c_n^{\rm eq}.$$

The net flux from size $n$ to $n+1$ is therefore

$$j_n=f_nc_n-d_{n+1}c_{n+1}=f_nc_n^{\rm eq}\left(\frac{c_n}{c_n^{\rm eq}}-\frac{c_{n+1}}{c_{n+1}^{\rm eq}}\right).$$

In the steady state every $j_n$ equals the same $J$. Divide by $f_nc_n^{\rm eq}$ and sum from $n=1$ to the largest size $N$. The brackets cancel in pairs. Single atoms are held at their equilibrium density, so the first ratio is 1; clusters that grow beyond $N$ are counted as events and removed, so the last is 0. Hence

$$J=\left[\sum_{n=1}^{N}\frac{1}{f_nc_n^{\rm eq}}\right]^{-1}.$$

This rate is proportional to $k$. Demanding $J=10^{30}\ \mathrm{m^{-3}s^{-1}}$ with $N=400$ sets $k=5.8\times10^{9}\ \mathrm{s^{-1}}$. The chain thus does not predict the given rate; it supplies the time scale of the start-up that goes with it.

Now start with $c_n=0$ for $n\ge2$, and let $J(t)$ be the flux past $N$. The lag is defined as the time lost through the slow start,

$$\theta=\int_0^\infty\left(1-\frac{J(t)}{J}\right)dt .$$

To compute it, write the chain as $d\mathbf c/dt=A\mathbf c+\mathbf b$, where $\mathbf b$ is the supply from single atoms. The steady solution obeys $A\mathbf c^{s}+\mathbf b=0$, so the deficit $\mathbf y=\mathbf c^{s}-\mathbf c$ obeys $d\mathbf y/dt=A\mathbf y$. It starts at $\mathbf c^{s}$ and decays to zero. Integrating over all times gives $-\mathbf c^{s}=A\int_0^\infty\mathbf y\,dt$, a linear system for the integrated deficit. Its last component times $f_N/J$ is $\theta$. The result is $\theta=5.4$ ns.

The lag depends on the size at which an event is counted: for $N=300$ it is 4.9 ns, since the cluster has less far to grow. The steady rate changes by only $6\times10^{-9}$ of its value between these two choices at fixed $k$, so it does not matter for $J$ where the line is drawn.

The effect on the mean wait follows from the survival probability with a time-dependent rate, $S=\exp[-V\int_0^tJ(t')\,dt']$. Define $h(t)=\int_0^t(1-J(t')/J)\,dt'$, which rises from 0 to $\theta$. Then

$$S(t)=e^{-JVt}\,e^{JVh(t)}\approx e^{-JVt}\,[1+JVh(t)]$$

when $JV\theta\ll1$. Over most of the wait $h$ has already reached $\theta$, and the integral of $S$ gives

$$\langle t\rangle\approx\frac1{JV}+JV\theta\int_0^\infty e^{-JVt}\,dt=\frac{1}{JV}+\theta .$$

Here $JV\theta=5.4\ \mathrm{ns}/8000\ \mathrm{ns}=0.07\%$. Following the chain in time and integrating $S$ without the expansion gives a mean wait of 8.005 µs, which agrees with the sum. With these values of $\sigma$ and $g$ the start-up is negligible for the 5 nm cell.

The lag itself is known only roughly, because $k$ was fitted to $J$ through an uncertain barrier. With $\sigma$ 5% lower, the same $J$ requires a $k$ about 16 times smaller, and the lag grows to about 80 ns. If the work of formation is counted from a single atom, so that $W_1=0$, the lag is 58 ns. Each value alone is still only about 1% of the mean wait in the 5 nm cell. The margin is not wide, however: the two changes together give about 750 ns, $\sigma$ 10% lower gives about 0.9 µs, and with $\sigma$ 15% lower the lag equals the 8 µs wait. Since $\sigma$ is only a rough value, the neglect of the start-up holds only if the barrier is close to the one assumed.

## Nucleation time and crystallization time

The wait ends when one nucleus has formed, not when the cell is crystalline. The growth speed $u$ of a large crystal follows from the same chain. Growth at speed $u$ over an area $a$ adds $\rho au$ atoms per time, which must equal $f_n-d_n$. The attachment rate is $f_n=k\rho^{2/3}a$. For a large cluster detailed balance gives $d_n/f_n\to e^{(W_n-W_{n-1})/k_BT}\to e^{-g/(\rho k_BT)}$, because the interface term changes ever less per added atom. Therefore

$$u=k\,\rho^{-1/3}\left[1-e^{-g/(\rho k_BT)}\right]=0.61\ \mathrm{m/s}=0.61\ \mathrm{nm/ns}.$$

A sphere with the volume of the cell has radius 3.1 nm, so growth takes roughly $3.1/0.61\approx5$ ns. A small crystal grows more slowly than a flat front, because its curved interface uses up part of the driving force, so this is an order of magnitude. Even a growth time ten times as long would be less than 1% of the mean wait. The growth time scales as $1/k$, as the lag does: with $\sigma$ 5% lower and the same $J$ it would be about 80 ns, still only 1% of the mean wait. For $\sigma$ within about 5% of the value assumed, the cell in this model is therefore amorphous for microseconds and then crystallizes within nanoseconds to tens of nanoseconds, and the 8 µs can also serve as its mean crystallization time. With $\sigma$ 10% lower and the same $J$, the growth time would already be about 0.9 µs.

This separation is lost in larger cells. The wait falls as $L^{-3}$, while the growth time $0.62L/u$ rises as $L$. They are equal when

$$L^4=\frac{u}{0.62\,J}\quad\Rightarrow\quad L\approx31\ \mathrm{nm},$$

with $J=10^{-6}\ \mathrm{nm^{-3}\,ns^{-1}}$. At fixed $J$ this edge scales as $k^{1/4}$, so it is a rough value. Near this size a second nucleus often forms before the first has filled the cell, and well above it the final state has several grains. The mean wait for the first nucleus is then no longer the crystallization time.

## What a fixed volume does

The crystal is denser than the amorphous phase, by roughly $d=6\%$. If the cell keeps its volume, a nucleus of volume $v$ leaves a shortfall of about $dv$, and the contents are stretched to make it up. Suppose that the cell starts without pressure, that both phases have the same bulk modulus $K$, roughly 15 GPa or $94\ \mathrm{eV/nm^3}$, and that the hot amorphous phase relaxes all shear. The relative stretch is $dv/V$ and the energy is

$$E=\frac{K}{2}\left(\frac{dv}{V}\right)^2V=\frac{K(dv)^2}{2V}.$$

Since $W(r)$ is stationary at $r^*$, a small added energy raises the maximum, to first order, by its value there. With $v^*=3.12\ \mathrm{nm^3}$,

$$E^*=\frac{93.6\times(0.06\times3.12)^2}{2\times125}\ \mathrm{eV}=0.0131\ \mathrm{eV}.$$

Maximizing $W+E$ directly gives 0.0136 eV. The small excess arises because $E$ grows with $r$ and shifts the maximum to a larger radius. If the prefactor of the rate is unchanged, the wait is longer by a factor of

$$e^{0.0136/0.0603}=1.25 .$$

If the given $J$ is the rate of bulk material at constant pressure, a cell of fixed volume would thus wait about 10 µs rather than 8. The barrier rise falls as $1/V$ with cell size, and it is absent if the cell may change its volume at constant pressure. Among the effects of the cell itself that are sized here, this is the largest.

## How far to trust the rate

The wait is only as good as $J$. From $W^*\propto\sigma^3$, a small relative change $\delta$ in the interface energy changes the barrier by $3\delta W^*$. At fixed $g$, $T$ and $k$, one per cent more interface energy lengthens the wait by about

$$e^{0.03\times19.4}=1.79 .$$

The full chain gives the same factor, which confirms that the barrier, and not the prefactor, carries the change. An error of 1% in $\sigma$ moves 8 µs to 14 µs, more than the fixed volume does. If $J$ has been calculated from a barrier, the wait is an order of magnitude at best. If $J$ has been counted from observed events, this source of error does not enter, and the counting error $1/\sqrt m$ takes its place.

## Consequences for a simulation

Suppose that a molecular-dynamics run covers 100 ns. With the steady rate, the chance of seeing an event in the 5 nm cell is

$$1-e^{-100/8000}=1.24\% .$$

With the lag it is 1.18%, lower by about 5% of its value. The lag is 0.07% of the mean wait but 5% of the run, and it is the run that matters here. The figures in this section use the lag of 5.4 ns. With $\sigma$ 5% lower and the same $J$, the lag of about 80 ns would cut the chance of an event to about 0.27%, and the number of runs found below would rise from about 250 to about 1100. A run without an event is therefore the expected outcome, and it does not show that the material resists crystallization.

There are two remedies. The first is to repeat the run. The chance that $m$ independent runs all stay amorphous is $(1-0.0118)^m$. For a 95% chance of at least one event this must fall to 0.05, which needs

$$m=\frac{\ln 0.05}{\ln(1-0.0118)}\approx250 .$$

The second is to enlarge the cell. A steady mean wait of 100 ns requires

$$L=\left(\frac{1}{J\times100\ \mathrm{ns}}\right)^{1/3}=\left(10^{4}\ \mathrm{nm^3}\right)^{1/3}=21.5\ \mathrm{nm},$$

or about 310 000 atoms. The lag lengthens this wait to 105 ns. Enlarging the cell further brings less and less, since the start-up must still be sat through: $1/(JL^3)$ equals the lag of 5.4 ns at $L\approx57$ nm. Near and above that size the steady formula fails, and the wait is governed by the build-up of clusters.

## Comparison with real materials

Phase-change memories based on Ge2Sb2Te5 crystallize in roughly tens to hundreds of nanoseconds when heated well above room temperature. The model gives a mean wait of $8\ \mathrm{\mu s}/4^3=125$ ns for a cube of 20 nm edge, which is of the same order. This does not confirm the assumed rate, which is a round number and not a measured one, because growth from leftover crystal can also set the speed of a device. Real devices break the assumption of equal probability everywhere, because the amorphous region touches electrodes, insulators and often leftover crystal. If a contact lowered the barrier by 10% with the same prefactor, the rate in the material next to it would rise by $e^{1.94}\approx7$. Leftover crystal well above the critical size can grow at once and removes the wait for a nucleus; pieces well below that size mostly dissolve.

For the slow annealing of an amorphous oxide film the given rate is far too high. As an illustration, one nucleus per cube of 100 nm edge in 100 s means $J=10^{21}\ \mathrm{m^{-3}}/100\ \mathrm s=10^{19}\ \mathrm{m^{-3}s^{-1}}$. The 5 nm cell would then wait $8\times10^{5}$ s, about nine days. The relation $1/(JV)$ is unchanged, but direct simulation of the event is out of reach, and the lag and growth time found above do not carry over, because they belong to the fast rate. The numerical output lists the values used for the 5 nm cell.

## Calculated quantities

```
nucleation rate: 1.0e+30 per m^3 per s
cell edge: 5.0 nm
cell volume: 125.0 nm^3 = 1.250e-25 m^3
event rate of the cell: 1.2500e+05 per s
mean wait: 8.000 us
median wait: 5.545 us
fraction nucleated by the mean wait: 0.6321
sampled cells: 8000, random events: 120000
sampled mean wait: 7.910 +/- 0.086 us
sampled median wait: 5.535 us
sampled fraction nucleated by the mean wait: 0.6345
sampled further wait after one mean wait: 7.771 us
mean wait, doubled edge: 1.000 us
sampled mean wait, doubled edge: 0.981 us
temperature: 700 K, kT: 0.06032 eV
atom density: 31.0 per nm^3
atoms in the cell: 3875
interface energy: 0.34 eV/nm^2
driving free energy: 0.75 eV/nm^3
critical radius: 0.907 nm, diameter: 1.813 nm
gap between periodic critical nuclei: 3.187 nm
critical volume: 3.122 nm^3, atoms: 96.8
critical volume / cell volume: 2.50 %
barrier: 1.171 eV = 19.41 kT
attachment frequency per site: 5.775e+09 per s
lag, event counted beyond 400 atoms: 5.44 ns
lag, event counted beyond 300 atoms: 4.87 ns
relative rate shift between these sizes: 5.9e-09
lag / mean wait: 0.068 %
mean wait with lag: 8.0054 us
flat-front growth speed: 0.607 m/s
radius of sphere with the cell volume: 3.102 nm
rough time to fill the cell: 5.11 ns
densification: 6.0 %
bulk modulus: 15.0 GPa = 93.62 eV/nm^3
fixed-volume barrier rise, first order: 0.01314 eV
fixed-volume barrier rise, full maximum: 0.01361 eV
fixed-volume factor on the wait: 1.253
factor on the wait for +1 % interface energy: 1.791
same factor from the barrier estimate: 1.790
short run: 100 ns
chance of an event in the short run, steady: 1.242 %
chance of an event in the short run, lag: 1.175 %
edge for a steady mean wait of one short run: 21.54 nm
atoms in that larger cell: 3.100e+05
mean wait in that larger cell with lag: 105.4 ns
```
